# Why the quantum and classical momentum densities of hydrogenic shells agree, part 1

(Sections cited here and not found follow in the second part.)

## The momentum density of a hydrogenic shell and its classical twin

A collision calculation on an excited one-electron target needs an initial state for the bound electron. In an impulse or binary-encounter treatment the input is the electron's momentum density. In a classical-trajectory Monte Carlo treatment it is a whole ensemble of positions and momenta. In either case one must decide whether to Fourier-transform the $n^2$ orbitals of the shell, or whether the classical microcanonical ensemble at the shell energy may stand in for them, and if so from which $n$ onward. For the momentum density of a shell whose $n^2$ states are equally populated there is no threshold in $n$. In the non-relativistic Coulomb problem the two densities are the same function,

$$\rho(p)=\frac{8\,p_0^5}{\pi^2\,(p^2+p_0^2)^4},\qquad p_0=\frac{Z}{n}, \tag{1}$$

for every $n$, the ground state included. The licence ends there. It does not cover a single subshell, the position density, or another potential, and the reason for the agreement shows where these limits lie.

The model is $H=p^2/2-Z/r$ in Hartree atomic units, with a fixed point nucleus, no spin and no relativity. The energy is written $E=-p_0^2/2$, and two abbreviations recur: $D=p^2+p_0^2$ and $a=Z/p_0^2$. The function $\rho$ is a density per $d^3p$, so the distribution of the magnitude $|\mathbf p|$ is $4\pi p^2\rho$. For a reduced mass $\mu$, multiplying $H=p^2/2\mu-Z/r$ by $\mu$ gives the same form with $Z\to\mu Z$, so (1) holds for the relative momentum with $p_0=\mu Z/n$.

### The classical density

The microcanonical ensemble assigns to a phase-space cell the weight $\delta(H-E)\,d^3r\,d^3p/\Omega$, with $\Omega$ fixed by normalization. At given $\mathbf p$ the argument of the delta function is $D/2-Z/r$, which vanishes at the single radius $r=2Z/D$ and has there the slope $Z/r^2$. Therefore

$$\int d^3r\,\delta(H-E)=\frac{4\pi r^2}{Z/r^2}=\frac{4\pi r^4}{Z}=\frac{64\pi Z^3}{D^4}. \tag{2}$$

Every $p$ has such a radius, because $-Z/r$ is unbounded below, so the classical density has no upper cutoff in momentum.

The normalization needs $\int d^3p\,D^{-4}=4\pi p_0^{-5}\int_0^\infty x^2(1+x^2)^{-4}dx$ with $x=p/p_0$. Setting $x=\tan\vartheta$ turns the integrand into $\sin^2\vartheta\cos^4\vartheta\,d\vartheta$, and $\sin^2\vartheta\cos^4\vartheta=\tfrac18\sin^2 2\vartheta\,(1+\cos2\vartheta)$. Over $0\le\vartheta\le\pi/2$ the first term gives $\tfrac18\cdot\tfrac{\pi}{4}$, and the second has the primitive $\tfrac1{48}\sin^32\vartheta$, which vanishes at both ends. The integral is $\pi/32$, so $\int d^3p\,D^{-4}=\pi^2/(8p_0^5)$ and

$$\Omega=64\pi Z^3\cdot\frac{\pi^2}{8p_0^5}=\frac{8\pi^3Z^3}{p_0^5}. \tag{3}$$

Dividing (2) by (3) gives $8p_0^5/(\pi^2D^4)$. This holds for any negative energy. It becomes (1) when $E$ is set equal to the quantum level $-Z^2/2n^2$.

The normalization itself has a quantum counterpart. The number of phase-space cells of volume $(2\pi)^3$ per unit energy is $\Omega/(2\pi)^3=Z^3/p_0^5=n^5/Z^2$. The quantum count of $n^2$ states per level, times $dn/dE=n^3/Z^2$ levels per unit energy, is the same number.

### The Schrödinger equation on the sphere

With $\varphi(\mathbf p)=(2\pi)^{-3/2}\int e^{-i\mathbf p\cdot\mathbf r}\psi\,d^3r$, the kinetic term is multiplication by $p^2/2$. The Coulomb term needs the transform of $1/r$. With a convergence factor, the angular integration gives $\int e^{-i\mathbf q\cdot\mathbf r}e^{-\lambda r}r^{-1}d^3r=(4\pi/q)\int_0^\infty e^{-\lambda r}\sin qr\,dr=4\pi/(q^2+\lambda^2)$, which tends to $4\pi/q^2$. Inserting $\psi=(2\pi)^{-3/2}\int e^{i\mathbf p'\cdot\mathbf r}\varphi(\mathbf p')\,d^3p'$ into the transform of $\psi/r$ yields the prefactor $4\pi/(2\pi)^3=1/2\pi^2$, and $(p^2/2-E)\psi=(Z/r)\psi$ becomes

$$\frac{D}{2}\,\varphi(\mathbf p)=\frac{Z}{2\pi^2}\int\frac{\varphi(\mathbf p')}{|\mathbf p-\mathbf p'|^2}\,d^3p'. \tag{4}$$

At this point $p_0=\sqrt{-2E}$ is still unknown.

Fock's construction maps momentum space onto the unit sphere $S^3$ in four dimensions by stereographic projection:

$$\boldsymbol\xi=\frac{2p_0\,\mathbf p}{D},\qquad \xi_4=\frac{p^2-p_0^2}{D},\qquad 1-\xi_4=\frac{2p_0^2}{D}. \tag{5}$$

The four-vector $\xi=(\boldsymbol\xi,\xi_4)$ has unit length because $4p_0^2p^2+(p^2-p_0^2)^2=D^2$. With $\xi_4=\cos\chi$, the ratio $|\boldsymbol\xi|/(1-\xi_4)=p/p_0$ equals $\sin\chi/(1-\cos\chi)$, so $p=p_0\cot(\chi/2)$. The point $p=0$ is the south pole, $p=p_0$ the equator and $p=\infty$ the north pole. The surface element is $d\Omega_3=\sin^2\chi\,d\chi\,d^2\hat p$, and the total area is $4\pi\cdot\pi/2=2\pi^2$.

The distance between two image points follows from $|\xi-\xi'|^2=2-2\,\xi\cdot\xi'$:

$$|\xi-\xi'|^2=\frac{2}{DD'}\Big[DD'-(p^2-p_0^2)(p'^2-p_0^2)-4p_0^2\,\mathbf p\cdot\mathbf p'\Big].$$

The first two terms in the bracket differ by $2p_0^2(p^2+p'^2)$, so the bracket is $2p_0^2|\mathbf p-\mathbf p'|^2$ and

$$|\xi-\xi'|^2=\frac{4p_0^2\,|\mathbf p-\mathbf p'|^2}{DD'}. \tag{6}$$

For neighbouring points this reads $|d\xi|=(2p_0/D)|d\mathbf p|$ in every direction, so volumes scale with the cube:

$$d\Omega_3=\Big(\frac{2p_0}{D}\Big)^3d^3p. \tag{7}$$

Define $\Phi$ on the sphere by

$$\varphi(\mathbf p)=\frac{4p_0^{5/2}}{D^2}\,\Phi(\xi). \tag{8}$$

The power $D^{-2}$ is chosen to make (4) symmetric, and the constant will make the norms agree. The factor $4p_0^{5/2}$ cancels between the two sides of (4). The left side becomes $\Phi/2D$. On the right, $d^3p'=D'^3d\Omega_3'/8p_0^3$ by (7), $\varphi'$ contributes $D'^{-2}$, and $|\mathbf p-\mathbf p'|^{-2}=4p_0^2/(DD'|\xi-\xi'|^2)$ by (6). The powers of $D'$ add up to $3-2-1=0$, and the remaining factor is $4p_0^2/(8p_0^3D)=1/(2p_0D)$. Multiplying both sides by $2D$ leaves

$$\Phi=\frac{Z}{p_0}\,K\Phi,\qquad (K\Phi)(\xi)=\frac{1}{2\pi^2}\int\frac{\Phi(\xi')}{|\xi-\xi'|^2}\,d\Omega_3'. \tag{9}$$

The operator $K$ contains only the distance on the sphere and its surface element, so it commutes with every rotation of four-dimensional space. The north pole, singled out by the projection, has disappeared from the equation.

It has not disappeared from the probability. From (8), (7) and (5),

$$|\varphi|^2d^3p=\frac{16p_0^5}{D^4}\,\frac{D^3}{8p_0^3}\,|\Phi|^2d\Omega_3=(1-\xi_4)\,|\Phi|^2\,d\Omega_3. \tag{10}$$

Read the other way, $\int|\Phi|^2d\Omega_3=\langle D/2p_0^2\rangle$. This is finite for a state of finite kinetic energy, so $\Phi$ is square-integrable on the sphere. Since $(D/2)\psi=(Z/r)\psi$ for an eigenstate, it also equals $\langle a/r\rangle$. The natural measure on the sphere is the physical probability weighted point by point by $D/2p_0^2$, whose expectation value equals that of $a/r$. In the classical problem the two weights coincide at every point of the energy shell.

### Eigenfunctions, degeneracy and the shell sum

Let $x$ be a point of four-dimensional space, $s=|x|$, and let $h(x)=s^kY(\xi)$ be a homogeneous polynomial of degree $k$ with $\Delta_4h=0$. Its restriction $Y$ to the sphere is a harmonic of degree $k$, and these form a space $\mathcal H_k$.

To count them, expand $h=\sum_jx_4^{\,j}\,b_{k-j}(x_1,x_2,x_3)$ with $b_m$ homogeneous of degree $m$. The coefficient of $x_4^{\,j}$ in $\Delta_4h=0$ is $(j+2)(j+1)\,b_{k-j-2}+\Delta_3b_{k-j}=0$. Hence $b_k$ and $b_{k-1}$ may be chosen freely and fix all the others. A homogeneous polynomial of degree $m$ in three variables has $(m+1)(m+2)/2$ coefficients, so

$$\dim\mathcal H_k=\tfrac12(k+1)(k+2)+\tfrac12k(k+1)=(k+1)^2. \tag{11}$$

The action of $K$ on $Y$ follows from potential theory. In polar form $\Delta_4=\partial_s^2+(3/s)\partial_s+\Lambda/s^2$, with $\Lambda$ acting on the angles. Applied to $s^kY$ it gives $\Lambda Y=-k(k+2)Y$, so $s^\sigma Y$ is harmonic when $\sigma(\sigma+2)=k(k+2)$, that is for $\sigma=k$ and $\sigma=-k-2$. For $k=0$ the second solution is $s^{-2}$, whose gradient has flux $-2s^{-3}\cdot2\pi^2s^3=-4\pi^2$ through any sphere about the origin, so $\Delta_4|x|^{-2}=-4\pi^2\delta^4(x)$. The function

$$w(x)=\frac1{2\pi^2}\int\frac{Y(\xi')}{|x-\xi'|^2}\,d\Omega_3'$$

is then the potential of a surface layer, $\Delta_4w=-2\,Y\,\delta(s-1)$. It vanishes at infinity. It is continuous across the sphere because the singularity is integrable there: for two points at angle $\gamma$ the combination $\sin^2\gamma/(2-2\cos\gamma)=\cos^2(\gamma/2)$ is bounded. On the sphere $w=KY$. Compare it with $v=c\,s^kY$ for $s<1$ and $v=c\,s^{-k-2}Y$ for $s>1$. This function is continuous and harmonic on each side, and its radial derivative jumps by $c(-k-2-k)Y$, so $\Delta_4v=-2(k+1)c\,Y\delta(s-1)$. For $c=1/(k+1)$ the difference $w-v$ is harmonic everywhere and vanishes at infinity, and the maximum principle makes it zero. At $s=1$,

$$KY=\frac{Y}{k+1}. \tag{12}$$

Since $K$ has a real symmetric kernel and the eigenvalues differ, harmonics of different degree are orthogonal on the sphere.

No eigenfunction is missed. Let $\mathcal P_k$ be all homogeneous polynomials of degree $k$ in four variables, of dimension $\binom{k+3}{3}$. Then $\dim\mathcal P_k-\dim\mathcal P_{k-2}=(k+1)\,[(k+3)(k+2)-k(k-1)]/6=(k+1)^2$. Suppose, as is true for degrees 0 and 1, that every polynomial of degree $k-2$ is on the sphere a sum of harmonics of degree at most $k-2$. A harmonic $h$ of degree $k$ of the form $s^2q$ equals $q$ on the sphere, so it is orthogonal to itself and vanishes. The harmonic polynomials and $s^2\mathcal P_{k-2}$ thus intersect only in zero, their dimensions add up to that of $\mathcal P_k$, and the supposition carries over to degree $k$. Polynomials are dense in the square-integrable functions on the sphere by the Weierstrass approximation theorem, so the spaces $\mathcal H_k$ are complete. Expanding a solution of (9) in them shows that it is nonzero only if $Z/p_0=k+1\equiv n$ for some $k$, and that it then lies in $\mathcal H_{n-1}$. This gives $E=-Z^2/2n^2$ with degeneracy $n^2$.

The physical scalar product contains the weight of (10): $\int\varphi_a^*\varphi_b\,d^3p=\int(1-\xi_4)\Phi_a^*\Phi_b\,d\Omega_3$. Within one shell the weight drops out. Both functions are restrictions of polynomials of degree $n-1$, so each acquires $(-1)^{n-1}$ under $\xi\to-\xi$ and the product $\Phi_a^*\Phi_b$ is even, while $\xi_4$ is odd. The term in $\xi_4$ integrates to zero, and a basis of the shell that is orthonormal in momentum space maps to a basis of $\mathcal H_{n-1}$ that is orthonormal on the sphere. The diagonal case says $\langle D/2p_0^2\rangle=1$, or $\langle p^2\rangle=p_0^2$ for every state of the shell, which is the virial theorem.

Consider now $S(\xi)=\sum_a|\Phi_a(\xi)|^2$ over such a basis. For a rotation $\mathcal R$ of four-space, $\Phi_a(\mathcal R\xi)$ is again a harmonic of degree $n-1$, because rotations preserve both the degree and the Laplacian. So $\Phi_a(\mathcal R\xi)=\sum_bU_{ab}\Phi_b(\xi)$, and $U$ is unitary because $d\Omega_3$ is invariant and the rotated functions stay orthonormal. It follows that $S(\mathcal R\xi)=\sum_{bc}(U^\dagger U)_{cb}\Phi_c^*\Phi_b=S(\xi)$. Any point of the sphere can be rotated into any other, so $S$ is constant. Its integral is $n^2$, one for each function, and the area is $2\pi^2$:

$$\sum_a|\Phi_a(\xi)|^2=\frac{n^2}{2\pi^2}. \tag{13}$$

Multiplying by $16p_0^5/D^4$ from (8) and dividing by $n^2$ gives $8p_0^5/(\pi^2D^4)$, which is (1). The degeneracy cancels, and $n$ survives only inside $p_0$. The unitarity argument also shows that the result does not depend on the basis: spherical states, parabolic states or any other orthonormal set that spans the shell give the same sum.

The word "uniform" needs care here. By (10) and (13) the shell-averaged momentum probability is

$$dP=(1-\xi_4)\,\frac{d\Omega_3}{2\pi^2}, \tag{14}$$

which is not uniform on the sphere. It vanishes at the north pole and is doubled at the south pole. What is uniform is $\sum|\Phi|^2$, the probability weighted by $D/2p_0^2$. Drawing points uniformly on $S^3$ and projecting them to momentum space produces a density proportional to $D^{-3}$, which puts half of the weight below $p_0$ and has three times the correct kinetic energy, as computed below.

### The same sphere in the classical ensemble

The quantum measure on the sphere carried the weight $D/2p_0^2$, which on the classical energy shell equals $a/r$. This suggests weighting the microcanonical measure by $1/r$. Define

$$G=r\,(H-E)=\tfrac12\,rD-Z .$$

Since $r>0$, $G$ vanishes exactly on the energy shell, and $\delta(G)=\delta(H-E)/r$. At fixed $\mathbf p$ the function $G$ is linear in $r$ with slope $D/2$, so

$$d^3p\int d^3r\,\delta(G)=4\pi\Big(\frac{2Z}{D}\Big)^2\frac2D\,d^3p=\frac{4\pi Z^2}{p_0^3}\Big(\frac{2p_0}{D}\Big)^3d^3p=\frac{4\pi Z^2}{p_0^3}\,d\Omega_3. \tag{15}$$

The $1/r$-weighted classical ensemble is uniform on Fock's sphere. To return to $\delta(H-E)$ one multiplies by $r$, which on the shell is a function of $p$ alone: $r=2Z/D=a(1-\xi_4)$. The microcanonical momentum measure is then $(4\pi Z^2a/p_0^3)(1-\xi_4)\,d\Omega_3$. The term in $\xi_4$ integrates to zero, the total is $4\pi Z^3p_0^{-5}\cdot2\pi^2$ in agreement with (3), and the normalized measure is (14).

Equation (15) shows the uniformity by direct calculation. Its cause is a symmetry. Take the Poisson bracket $\{f,g\}=\sum_j(\partial_{x_j}f\,\partial_{p_j}g-\partial_{p_j}f\,\partial_{x_j}g)$, so that a generator $g$ moves any $f$ by $df/d\tau=\{f,g\}$, and in particular $dp_j/d\tau=-\partial g/\partial x_j$. The Runge–Lenz vector is $\mathbf A=\mathbf p\times\mathbf L-Z\hat{\mathbf r}=\mathbf r\,p^2-\mathbf p(\mathbf p\cdot\mathbf r)-Z\hat{\mathbf r}$. On the shell $Z/r=D/2$, and replacing $Z\hat{\mathbf r}$ by $\mathbf rD/2$ defines

$$\mathbf A'=\tfrac12(p^2-p_0^2)\,\mathbf r-\mathbf p\,(\mathbf p\cdot\mathbf r)=\mathbf A-\mathbf r\,(H-E). \tag{16}$$

The two vectors agree on the shell but generate different flows. The derivatives of $A'_k$ are

$$\frac{\partial A'_k}{\partial x_j}=\tfrac12(p^2-p_0^2)\,\delta_{jk}-p_jp_k,\qquad \frac{\partial A'_k}{\partial p_j}=x_kp_j-\delta_{jk}\,\mathbf p\cdot\mathbf r-p_kx_j .$$

Because $\mathbf A'$ is linear in $\mathbf r$, the first derivative contains no $\mathbf r$, and the flow moves the momentum by a rule that involves the momentum alone: $dp_j/d\tau=p_jp_k-\tfrac12(p^2-p_0^2)\delta_{jk}$. Contracting with $2p_j$ gives $dD/d\tau=2p^2p_k-(p^2-p_0^2)p_k=p_kD$. Then, from (5),

$$\frac{d\xi_4}{d\tau}=\frac{2p_0^2}{D^2}\,p_kD=p_0\,\xi_k,\qquad \frac{d\xi_j}{d\tau}=\frac{2p_0}{D}\Big[p_jp_k-\tfrac12(p^2-p_0^2)\delta_{jk}\Big]-\frac{2p_0p_j}{D^2}\,p_kD=-p_0\,\xi_4\,\delta_{jk}. \tag{17}$$

This is a rigid rotation of the sphere in the $(k,4)$ plane. The components of $\mathbf L$, also linear in $\mathbf r$, rotate it in the planes $(i,j)$. Rotations in the six coordinate planes generate $SO(4)$.

The flow conserves $G$ everywhere in phase space. With $\partial G/\partial p_j=rp_j$ and $\partial G/\partial x_j=x_jD/2r$, the first half of the bracket is $r\,p_k[\tfrac12(p^2-p_0^2)-p^2]=-\tfrac12rp_kD$. The second half is $(D/2r)[x_k\,\mathbf p\cdot\mathbf r-x_k\,\mathbf p\cdot\mathbf r-p_kr^2]=-\tfrac12rp_kD$. They cancel, so $\{A'_k,G\}=0$. A Hamiltonian flow preserves $d^3r\,d^3p$ by Liouville's theorem, and this one also preserves $G$, so it preserves $\delta(G)\,d^3r\,d^3p$. Since it acts on momenta without reference to positions, it preserves the momentum marginal of that measure as well. (Points carried exactly through the north pole, where $p=\infty$ and $r=0$, form a set of measure zero.) The marginal has a density with respect to $d\Omega_3$ that is invariant under a group taking any point to any other, so the density is constant.

The same calculation explains why the weight cannot be avoided. From $\{A'_k,r\}=-\sum_j(\partial A'_k/\partial p_j)\,x_j/r=rp_k$ and $0=\{A'_k,G\}=r\{A'_k,H\}+(H-E)\{A'_k,r\}$ one finds $\{A'_k,H\}=-(H-E)\,p_k$. The flow of $\mathbf A'$ keeps the shell as a set but rescales $H-E$ near it, so it does not preserve $\delta(H-E)$. The true $\mathbf A$ does preserve $\delta(H-E)$, but by (16) its flow on the shell adds to $dp_j/d\tau$ the term $x_k\{p_j,H\}=-Zx_kx_j/r^3$, which depends on the position and does not define a motion of the sphere. The measure on which the symmetry acts point by point in momentum space is the weighted one.

The agreement of the two densities now rests on three statements. In both theories the weighted shell measure is invariant under the same rotations of the same sphere: through (9) and equal populations in one case, through (17) and Liouville's theorem in the other. A sphere admits only one invariant normalized density, which leaves no room for a dependence on $n$ or for corrections in powers of $\hbar$. And the weight that links the invariant measure to the physical one is the same function $D/2p_0^2$, which classically is $a/r$ on the shell and quantum-mechanically is a plain multiplication in the momentum representation.

This part has shown that an equally populated hydrogenic shell and the microcanonical ensemble at its energy have the same momentum density for every $n$, and has traced the agreement to a shared rotational symmetry on Fock's sphere. What remains is to follow single orbits on the sphere, derive the cumulative distribution and moments, check the result numerically for the $n=3$ shell of He$^+$, and show where the agreement stops.
